**Peak lateral force on a rigid incommensurate circular flake**

The program tests $F_{\max}=2uGc\,(2\pi R/A_cq)\,|J_1(qR)|$ and its envelope $F_{\rm env}=4\sqrt2\,\pi^{1/4}c\,uG\,A^{1/4}/(A_cq^{3/2})$. Here $u$ is the energy amplitude per site, $G$ and $q$ are the substrate and moiré wave numbers, $A_c$ is the flake cell area, $R$ and $A$ are the flake radius and area, and $c=1.760$ is the largest dimensionless gradient of the three-wave pattern. It asserts the value of $c$ against a grid search, the disc integral against chord quadrature, and the maximum force against two-dimensional quadrature with a search over displacements. For discrete flakes it asserts the force formula against energy differences and the moiré term against an average over lattice offsets. The fitted area exponent is 0.24997 for the uniform flake's peaks and 0.245 for discrete flakes, whose asserted tolerance about 0.25 is 0.03. For the 20 nm example the output gives a maximum force of 2.437 nN and an envelope of 2.442 nN. It also sizes rim disorder, elastic relaxation, thermal energy, a second harmonic and rotation; the rim relaxation figures are order-of-magnitude estimates.

## Numerical check

```python
# Result under test: a rigid circular flake (radius R, area A) on a triangular
# sinusoidal substrate has the largest lateral force
#   F_max = 2 u G c (2 pi R / (A_c q)) |J1(q R)|,
# whose envelope for q R >> 1 is
#   F_env = 4 sqrt(2) pi^(1/4) c u G A^(1/4) / (A_c q^(3/2)).
# u: energy amplitude per site (V = 2u sum_j cos G_j.r), G: substrate wave number,
# q: moire wave number |G_j - g_j|, A_c: flake cell area,
# c: largest value of |sum_j G_j sin(theta_j)| / G with theta_1+theta_2+theta_3 = 0.
# Units: nm, eV, eV/nm unless stated.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import minimize, brentq
from scipy.special import j1

rng = np.random.default_rng(7)
a, u, twist_deg, R0 = 0.246, 0.004, 10.0, 20.0   # rough graphene-on-graphite regime
shear_N_per_m, temperature = 150.0, 300.0        # rough sheet shear modulus; K
second_ratio = 0.10                              # assumed second-harmonic amplitude / u
twist = np.radians(twist_deg)
G = 4*np.pi/(np.sqrt(3)*a)
cell = np.sqrt(3)/2*a*a
eVnm_to_nN = const.e/1e-9*1e9


def rotation(t):
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])


Gs = np.array([rotation(2*np.pi*j/3) @ np.array([0.0, G]) for j in range(3)])
gs = Gs @ rotation(twist).T
qs = Gs - gs
q = 2*G*np.sin(twist/2)
assert np.allclose(np.linalg.norm(qs, axis=1), q)
basis = np.array([[a, 0.0], [a/2, np.sqrt(3)*a/2]]) @ rotation(twist).T
assert np.allclose(np.exp(1j*basis @ gs.T), 1)

# Largest gradient of the three-wave pattern
cos_t = (np.sqrt(33)-1)/8
c = np.sin(np.arccos(cos_t)) + np.sin(2*np.arccos(cos_t))
x, y = sp.symbols('x y')
C = sp.cos(x)+sp.cos(y)+sp.cos(x+y)
D2 = sp.cos(x-y)+sp.cos(x+2*y)+sp.cos(2*x+y)
jac = sp.lambdify((x, y), C.diff(x)*D2.diff(y)-C.diff(y)*D2.diff(x), 'numpy')
C_fun, D2_fun = sp.lambdify((x, y), C, 'numpy'), sp.lambdify((x, y), D2, 'numpy')
px, py = rng.uniform(-np.pi, np.pi, (2, 50))
product = np.prod([np.sin(v/2) for v in (px, py, px+py, px-py, 2*px+py, px+2*py)], axis=0)
assert np.allclose(jac(px, py), -16*product, atol=1e-12)
sines = np.array([np.sin(px), np.sin(py), -np.sin(px+py)])
Q_direct = np.sum((Gs.T @ sines)**2, axis=0)/G**2
Cv = C_fun(px, py)
assert np.allclose(Q_direct, 3-Cv**2+1.5*Cv+D2_fun(px, py)/2)
tx, ty = np.meshgrid(np.linspace(0, 2*np.pi, 721), np.linspace(0, 2*np.pi, 721))
pattern = np.array([np.sin(tx), np.sin(ty), -np.sin(tx+ty)])
c_grid = np.sqrt(np.max(np.sum(np.tensordot(Gs.T, pattern, 1)**2, axis=0)))/G
assert abs(c_grid-c) < 2e-4


def disc(R):
    """Closed form of the plane-wave integral over the disc."""
    return 2*np.pi*R*j1(q*R)/q


def sites_envelope(R):
    return 2*np.sqrt(2*np.pi*R)/(q**1.5*cell)


def force_envelope(A):
    return 4*np.sqrt(2)*np.pi**0.25*c*u*G*A**0.25/(cell*q**1.5)


def chord_integral(R, n=4000):
    t = -np.pi/2 + np.pi*(np.arange(n)+0.5)/n
    return np.sum(2*R*R*np.cos(t)**2*np.cos(q*R*np.sin(t)))*np.pi/n


# Disc integral and its envelope, from chords
peak_R, peak_D = [], []
for start in (5, 10, 20, 40, 80, 160, 320):
    radii = np.linspace(start, start+1.05*np.pi/q, 90)
    values = np.array([chord_integral(r) for r in radii])
    assert np.allclose(values, disc(radii), atol=1e-7*start**2)
    k = np.argmax(np.abs(values)/np.sqrt(radii))
    peak_R.append(radii[k])
    peak_D.append(abs(values[k]))
peak_R, peak_D = np.array(peak_R), np.array(peak_D)
envelope_error = np.max(np.abs(peak_D/cell/sites_envelope(peak_R)-1))
assert envelope_error < 2e-3
exponent_continuum = np.polyfit(np.log(np.pi*peak_R**2), np.log(peak_D), 1)[0]
assert abs(exponent_continuum-0.25) < 1e-3


# Maximum force of the continuum flake by two-dimensional quadrature
def quadrature_max(R, n_r, n_phi):
    nodes, weights = np.polynomial.legendre.leggauss(n_r)
    r, w = R*(nodes+1)/2, R*weights/2
    phi = 2*np.pi*np.arange(n_phi)/n_phi
    points = np.stack([np.outer(r, np.cos(phi)).ravel(), np.outer(r, np.sin(phi)).ravel()])
    area_w = np.repeat(w*r*2*np.pi/n_phi, n_phi)
    phases = qs @ points

    def minus_force(d):
        waves = np.sin(phases + (Gs @ d)[:, None]) @ area_w
        return -np.linalg.norm(2*u/cell*(Gs.T @ waves))
    trials = [np.array([i, j])*a/8 for i in range(8) for j in range(8)]
    best = min(trials, key=minus_force)
    found = minimize(minus_force, best, method='Nelder-Mead',
                     options={'xatol': 1e-7, 'fatol': 1e-9, 'initial_simplex':
                              best+np.array([[0, 0], [0.01, 0], [0, 0.01]])})
    return -found.fun


F_formula = 2*u*G*c*abs(disc(R0))/cell
F_quad = quadrature_max(R0, 80, 300)
F_quad_fine = quadrature_max(R0, 110, 400)
assert abs(F_quad_fine/F_formula-1) < 1e-5
assert abs(F_quad/F_quad_fine-1) < 1e-5


# Explicit discrete flakes
def flake_sites(R, offset):
    m = int(R/(a*np.sqrt(3)/2))+3
    i, j = np.meshgrid(np.arange(-m, m+1), np.arange(-m, m+1))
    pts = np.stack([i.ravel(), j.ravel()], axis=1) @ basis + offset
    return pts[np.sum(pts**2, axis=1) < R*R]


pts = flake_sites(8.0, rng.random(2) @ basis)
shift = rng.random(2)*a


def energy(d):
    return 2*u*np.sum(np.cos((pts+d) @ Gs.T))


h = 1e-5
F_difference = np.array([-(energy(shift+h*e)-energy(shift-h*e))/(2*h) for e in np.eye(2)])
S_small = np.exp(1j*pts @ Gs.T).sum(axis=0)
F_sum = 2*u*Gs.T @ np.imag(np.exp(1j*Gs @ shift)*S_small)
assert np.allclose(F_difference, F_sum, atol=1e-4)

# Averaging over the lattice offset isolates the continuum moire term
n_off = 12
harmonic = []
for i in range(n_off):
    for j in range(n_off):
        offset = np.array([i, j])/n_off @ basis
        total = np.exp(1j*flake_sites(R0, offset) @ Gs[0]).sum()
        harmonic.append(total*np.exp(-1j*gs[0] @ offset))
harmonic = np.array(harmonic)
S0 = disc(R0)/cell
S_env0 = sites_envelope(R0)
assert abs(harmonic.mean()-S0) < 0.03*S_env0   # finite offset grid leaves aliases
discrete_scatter = np.sqrt(np.mean(np.abs(harmonic-S0)**2))/S_env0

# Growth of the peak force of discrete flakes
starts = 5*2.0**(np.arange(9)/2)
radii = np.array([np.linspace(s, s+1.05*np.pi/q, 14) for s in starts])
t = 2*np.pi*np.arange(48)/48
tx, ty = [v.ravel() for v in np.meshgrid(t, t)]
wave = np.exp(1j*np.array([tx, ty, -tx-ty]))
log_A, log_F, ratios = [], [], []
for _ in range(6):
    pts = flake_sites(radii.max()+0.01, rng.random(2) @ basis)
    dist = np.linalg.norm(pts, axis=1)
    order = np.argsort(dist)
    running = np.cumsum(np.exp(1j*pts[order] @ Gs.T), axis=0)
    S = running[np.searchsorted(dist[order], radii.ravel())-1]
    comp = [2*u*np.imag((S*Gs[:, k]) @ wave) for k in range(2)]
    F = np.sqrt(np.max(comp[0]**2+comp[1]**2, axis=1)).reshape(radii.shape)
    best = np.argmax(F, axis=1)
    rows = np.arange(len(starts))
    area_peak, F_peak = np.pi*radii[rows, best]**2, F[rows, best]
    log_A.append(np.log(area_peak))
    log_F.append(np.log(F_peak))
    ratios.append(F_peak/force_envelope(area_peak))
exponent_discrete = np.polyfit(np.ravel(log_A), np.ravel(log_F), 1)[0]
assert abs(exponent_discrete-0.25) < 0.03      # scatter from the atomic rim
ratio_mean = np.mean(ratios, axis=0)

# Neglected effects for the example
A0 = np.pi*R0**2
F_env0 = force_envelope(A0)
assert np.isclose(F_env0, 2*u*G*c*S_env0)
R_zero = brentq(disc, R0+0.1, R0+0.1+0.8*np.pi/q)
pts = flake_sites(R0, np.zeros(2))
rim = pts[np.linalg.norm(pts, axis=1) > R0-a]
kept = rng.random((1000, len(rim))) < 0.5
rough = kept @ np.exp(1j*rim @ Gs[0])
rough_rms = np.sqrt(np.mean(np.abs(rough-rough.mean())**2))
assert abs(rough_rms/(0.5*np.sqrt(len(rim)))-1) < 0.15
mu = shear_N_per_m*1e-18/const.e
bulk_phase = G*2*u*G/(cell*mu*q*q)


def rim_phase(R):
    return G*force_envelope(np.pi*R*R)*np.log(q*R)/(4*np.pi*mu)


R_soft = brentq(lambda R: rim_phase(R)-1, 1.0, 1e6)
C_min = np.min(C_fun(tx, ty))
hess = np.array(sp.hessian(C, (x, y)).subs({x: sp.pi, y: 0}), dtype=float)
assert abs(C_min+1.5) < 1e-9 and np.linalg.det(hess) < 0 and S0 > 0
barrier = 2*u*S0*(C_fun(np.pi, 0.0)-C_min)
kT = const.k*temperature/const.e
second_force = second_ratio*np.sqrt(3)*np.sqrt(3)**-1.5
half_turn = np.degrees(np.pi/(R0*G*np.cos(twist/2)))

print(f"lattice constant a = {a:.3f} nm; cell area = {cell:.5f} nm^2")
print(f"energy amplitude u = {u*1e3:.1f} meV; twist = {twist_deg:.1f} deg")
print(f"substrate wave number G = {G:.3f} 1/nm")
print(f"moire wave number q = {q:.4f} 1/nm")
print(f"moire period 4 pi/(sqrt(3) q) = {4*np.pi/(np.sqrt(3)*q):.3f} nm")
print(f"cos(theta) at largest gradient = {cos_t:.5f}; c = {c:.5f}")
print(f"c from grid search = {c_grid:.5f}")
print(f"radius R = {R0:.1f} nm; area A = {A0:.1f} nm^2; qR = {q*R0:.2f}")
print(f"cells in flake A/A_c = {A0/cell:.0f}")
print(f"J1(qR) = {j1(q*R0):.5f}")
print(f"effective sites D/A_c = {S0:.2f}; envelope = {S_env0:.2f}")
print(f"force per fully aligned cell 2uGc = {2*u*G*c:.4f} eV/nm")
print(f"F_max formula = {F_formula:.4f} eV/nm = {F_formula*eVnm_to_nN:.3f} nN")
print(f"F_max quadrature = {F_quad_fine:.4f} eV/nm")
print(f"relative shift on refining quadrature = {abs(F_quad/F_quad_fine-1):.1e}")
print(f"F_env = {F_env0:.4f} eV/nm = {F_env0*eVnm_to_nN:.3f} nN")
print(f"F_env/A^(1/4) = {F_env0/A0**0.25:.4f} eV/nm^(3/2)")
print(f"next zero-force radius = {R_zero:.3f} nm")
print(f"radius step between zeros pi/q = {np.pi/q:.3f} nm")
print(f"aligned rigid flake force = {2*u*G*c*A0/cell*eVnm_to_nN:.0f} nN")
print(f"area exponent, continuum peaks = {exponent_continuum:.5f}")
print(f"largest envelope error at peaks = {envelope_error:.1e}")
print(f"area exponent, discrete flakes = {exponent_discrete:.3f}")
print("start radius (nm), F_env there (nN), mean discrete peak/envelope:")
for k in range(0, 9, 2):
    Fk = force_envelope(np.pi*starts[k]**2)*eVnm_to_nN
    print(f"  {starts[k]:5.1f}  {Fk:.3f}  {ratio_mean[k]:.3f}")
print(f"rms discrete-rim term / envelope = {discrete_scatter:.3f}")
print(f"rim cells in band of width a = {len(rim)}")
print(f"rms random-rim sum = {rough_rms:.2f} sites; / envelope = {rough_rms/S_env0:.3f}")
print(f"rough shear modulus = {shear_N_per_m:.0f} N/m = {mu:.0f} eV/nm^2")
print(f"interior relaxation phase = {bulk_phase:.4f} rad")
print(f"rim relaxation phase (estimate) = {rim_phase(R0):.3f} rad")
print(f"radius where rim phase is 1 rad (estimate) = {R_soft:.0f} nm")
print(f"sliding barrier = {barrier*1e3:.1f} meV")
print(f"kT at {temperature:.0f} K = {kT*1e3:.2f} meV; barrier/kT = {barrier/kT:.2f}")
print(f"assumed second-harmonic amplitude ratio = {second_ratio:.2f}")
print(f"second-harmonic / first-harmonic force envelope = {second_force:.3f}")
print(f"rotation from one force peak to the next = {half_turn:.3f} deg")
print("OK")
```

Printed output:

```
lattice constant a = 0.246 nm; cell area = 0.05241 nm^2
energy amplitude u = 4.0 meV; twist = 10.0 deg
substrate wave number G = 29.493 1/nm
moire wave number q = 5.1409 1/nm
moire period 4 pi/(sqrt(3) q) = 1.411 nm
cos(theta) at largest gradient = 0.59307; c = 1.76017
c from grid search = 1.76016
radius R = 20.0 nm; area A = 1256.6 nm^2; qR = 102.82
cells in flake A/A_c = 23978
J1(qR) = 0.07852
effective sites D/A_c = 36.62; envelope = 36.70
force per fully aligned cell 2uGc = 0.4153 eV/nm
F_max formula = 15.2095 eV/nm = 2.437 nN
F_max quadrature = 15.2095 eV/nm
relative shift on refining quadrature = 1.1e-13
F_env = 15.2417 eV/nm = 2.442 nN
F_env/A^(1/4) = 2.5599 eV/nm^(3/2)
next zero-force radius = 20.318 nm
radius step between zeros pi/q = 0.611 nm
aligned rigid flake force = 1595 nN
area exponent, continuum peaks = 0.24997
largest envelope error at peaks = 2.1e-04
area exponent, discrete flakes = 0.245
start radius (nm), F_env there (nN), mean discrete peak/envelope:
    5.0  1.221  1.116
   10.0  1.727  1.149
   20.0  2.442  1.149
   40.0  3.453  1.109
   80.0  4.884  1.106
rms discrete-rim term / envelope = 0.191
rim cells in band of width a = 570
rms random-rim sum = 11.93 sites; / envelope = 0.325
rough shear modulus = 150 N/m = 936 eV/nm^2
interior relaxation phase = 0.0054 rad
rim relaxation phase (estimate) = 0.177 rad
radius where rim phase is 1 rad (estimate) = 263 nm
sliding barrier = 146.5 meV
kT at 300 K = 25.85 meV; barrier/kT = 5.67
assumed second-harmonic amplitude ratio = 0.10
second-harmonic / first-harmonic force envelope = 0.076
rotation from one force peak to the next = 0.306 deg
OK
```
